# Valley Repopulation and the Hyperfine Coupling of a Stressed Silicon Donor

**Q:** A donor electron in silicon feels its nucleus through the contact interaction. Uniaxial stress moves the conduction-band valleys by a few meV. Why should the nucleus notice?

**A:** Because the electron occupies six valleys at once, and its density at the nucleus depends on how their amplitudes add. Label the valleys $\pm x,\pm y,\pm z$ and write the 1s donor state as

$$\psi(\mathbf r)=\sum_{j=1}^{6}\alpha_j F(\mathbf r)\phi_j(\mathbf r),\qquad \sum_j|\alpha_j|^2=1,$$

where $\phi_j$ is the Bloch function at the minimum of valley $j$ and $F$ is the envelope. Real envelopes are flattened along their valley axes, but symmetry gives them the same value at the nucleus, and no other property of $F$ is used until we question its rigidity.

The symmetry operations about the donor site leave the nucleus fixed and permute the valleys. The Bloch function of a valley is unchanged by those operations that keep that valley in place, so the phases can be chosen such that the operations carry the six functions into one another. All six then have the same value $\phi(0)$ at the nucleus. The isotropic contact coupling $A$ is proportional to $|\psi(0)|^2$, hence

$$A\propto |F(0)\phi(0)|^2\Big|\sum_j\alpha_j\Big|^2 .$$

I assume that stress changes neither $F(0)$ nor $\phi(0)$. Only the amplitudes can then change $A$.

**Q:** What are the amplitudes before stress is applied? Six equivalent valleys suggest six degenerate states.

**A:** The potential close to the donor couples the valleys. Let the matrix element be $-a$ between opposite valleys and $-b$ between perpendicular ones. Symmetry makes all pairs of each kind equivalent. Measure energy from the common diagonal element.

An even state has equal amplitudes on each opposite pair; call them $p_x,p_y,p_z$. The Hamiltonian acts on it as

$$(Hp)_x=-a\,p_x-2b\,(p_y+p_z),$$

and cyclically. If the three amplitudes are equal, the energy is $-a-4b$. If they sum to zero, then $p_y+p_z=-p_x$ and the energy is $-a+2b$. An odd state has opposite amplitudes on one pair: the perpendicular couplings cancel and the energy is $+a$. In the usual symmetry labels,

$$E_{A_1}=-a-4b,\qquad E_E=-a+2b,\qquad E_{T_2}=a,$$

with degeneracies 1, 2 and 3. I take $a>0$ and $b>0$, so $A_1$ is lowest, and define

$$W=E_E-E_{A_1}=6b .$$

The ground state has $\alpha_j=1/\sqrt6$, so $|\sum_j\alpha_j|^2=6$. Under any stress, therefore,

$$\frac{A}{A(0)}=\frac16\Big|\sum_j\alpha_j\Big|^2=|\langle A_1|\psi\rangle|^2 .$$

The relative coupling is the weight of the $A_1$ state. The $E$ and $T_2$ states have amplitudes that sum to zero, and so no contact density.

**Q:** Now apply the stress. Which strain matters, and with what sign?

**A:** Let $\sigma$ be the stress along [100], positive in tension. In the linear deformation-potential description, a valley on axis $j$ shifts by

$$\Delta E_j=\Xi_d(e_{xx}+e_{yy}+e_{zz})+\Xi_u e_{jj}.$$

The first term is common to all valleys and cannot change the amplitudes. Here $e_{yy}=e_{zz}$, so the energy of the $x$ valleys relative to the others is

$$\delta=\Xi_u(e_{xx}-e_{yy}).$$

Hooke's law for a cubic crystal reads

$$\sigma=C_{11}e_{xx}+2C_{12}e_{yy},\qquad 0=C_{12}e_{xx}+(C_{11}+C_{12})e_{yy}.$$

Subtracting the second equation from the first gives $\sigma=(C_{11}-C_{12})(e_{xx}-e_{yy})$, and therefore

$$\delta=\frac{\Xi_u\,\sigma}{C_{11}-C_{12}}.$$

Since $\Xi_u>0$, compression lowers the two $x$ valleys and tension lowers the other four. Relative to the mean of the six valleys, the shifts are $2\delta/3$ for $x$ and $-\delta/3$ for $y$ and $z$.

**Q:** You still have a six-by-six matrix. Which states does the strain mix into $A_1$?

**A:** One state. Write the traceless shift as the diagonal matrix $V=(\delta/3)\,\mathrm{diag}(2,2,-1,-1,-1,-1)$ and act on $A_1=(1,1,1,1,1,1)/\sqrt6$:

$$VA_1=\frac{\delta}{3\sqrt6}(2,2,-1,-1,-1,-1)=\frac{\sqrt2\,\delta}{3}E_\theta,$$

$$E_\theta=\frac{1}{\sqrt{12}}(2,2,-1,-1,-1,-1).$$

The factor $\sqrt2$ is $\sqrt{12}/\sqrt6$. Acting on $E_\theta$ gives a vector proportional to $(4,4,1,1,1,1)$, which equals $2(1,1,1,1,1,1)+(2,2,-1,-1,-1,-1)$. With the normalizations restored,

$$VE_\theta=\frac{\sqrt2\,\delta}{3}A_1+\frac{\delta}{3}E_\theta .$$

No third state appears, so the block closes. With energy measured from the unstrained $A_1$ level it is

$$\begin{pmatrix}0&M\\ M&D\end{pmatrix},\qquad M=\frac{\sqrt2\,\delta}{3},\qquad D=W+\frac{\delta}{3}.$$

**Q:** Diagonalize it without skipping the weight. That is where a sign could go wrong.

**A:** The lower eigenvalue is

$$\varepsilon=\tfrac12(D-R),\qquad R=\sqrt{D^2+4M^2}.$$

Let the eigenvector be $cA_1+sE_\theta$. The first row gives $Ms=\varepsilon c$, so for $M\ne0$

$$c^2=\frac{1}{1+s^2/c^2}=\frac{M^2}{M^2+\varepsilon^2}.$$

The characteristic equation is $\varepsilon^2=D\varepsilon+M^2$. Using it, and $4M^2=R^2-D^2$, the denominator becomes

$$M^2+\varepsilon^2=2M^2+D\varepsilon=\frac{R^2-D^2}{2}+\frac{D^2-DR}{2}=\frac{R(R-D)}{2}.$$

The numerator is $M^2=(R-D)(R+D)/4$. Dividing,

$$c^2=\frac{R+D}{2R}=\frac12\left(1+\frac DR\right).$$

At $\delta=0$ this gives 1, as it must. The square root contains

$$R^2=\left(W+\frac\delta3\right)^2+\frac{8\delta^2}{9}=W^2+\frac{2W\delta}{3}+\delta^2 .$$

With the dimensionless strain $x=2\delta/W$, division by $W$ gives the Wilson–Feher formula:

$$\boxed{\frac{A(x)}{A(0)}=\frac12\left[1+\frac{1+x/6}{\sqrt{1+x/3+x^2/4}}\right]}$$

As a test, the full six-valley matrix was diagonalized for 300 random sets of $a$, $b$ and $\delta$, with positive couplings and $|\delta|\le10W$. The contact density of its lowest state agreed with this formula to within $10^{-9}$.

**Q:** You took the lower state of a two-by-two block. Under strong stress, another of the six states might cross below it.

**A:** With $a,b>0$ none does. Let $E_g$ be the lower energy of the block, now measured from the original zero. A trial state can only lie at or above it. Equal amplitudes on the two $x$ valleys, or on the four others, give

$$E_g\le -a+\frac{2\delta}{3},\qquad E_g\le -a-2b-\frac\delta3 .$$

The states outside the block are the odd $x$ state at $a+2\delta/3$, the odd $y$ and $z$ states at $a-\delta/3$, and the second $E$ state at $-a+2b-\delta/3$.

For $\delta\le0$, the first bound puts these at least $2a$, $2a-\delta$ and $2b-\delta$ above $E_g$. For $\delta\ge0$, the second puts them at least $2a+2b+\delta$, $2a+2b$ and $4b$ above. The upper state of the block lies higher by $R$. The minimum of $R$ is at $\delta=-W/3$, where $R=W\sqrt{8/9}\approx5.7b$. The gap is therefore at least the smaller of $2a$ and $2b$.

The condition on $a$ matters. If $a<0$, strong compression leaves two $x$ valleys whose odd combination is the lower one. Its amplitudes cancel at the nucleus, and the formula fails completely.

**Q:** Does the coupling fall for both signs of stress? A linear shift of the valleys might raise it for one of them.

**A:** It falls for both. Put $u=\delta/W$, $N=1+u/3$ and $Q=1+2u/3+u^2$, so that $f=A/A(0)=\frac12(1+NQ^{-1/2})$. Then

$$f'=\frac{N'Q-NQ'/2}{2Q^{3/2}},$$

and the numerator is

$$\frac13\left(1+\frac{2u}{3}+u^2\right)-\left(1+\frac u3\right)\left(\frac13+u\right)=-\frac{8u}{9}.$$

The constants cancel, as do the terms in $u^2$. Hence

$$f'=-\frac{4u}{9Q^{3/2}} .$$

The slope is positive for $u<0$ and negative for $u>0$, so $u=0$ is the single maximum. For small $u$, $Q^{-3/2}\approx1-u$, and integration gives

$$f=1-\frac29u^2+\frac4{27}u^3+\dots$$

There is no linear term because the admixed amplitude of $E_\theta$ is itself linear, $-M/W=-\sqrt2\,u/3$ to first order, and the weight lost from $A_1$ is its square, $2u^2/9$. The cubic term makes compression the more effective sign. This holds beyond small strain: at equal $|u|$, $Q$ is smaller for negative $u$, so the slope is steeper there.

**Q:** And where does the fall end?

**A:** For large $|u|$, let $s=\pm1$ be the sign of $u$. Then $Q^{-1/2}\approx|u|^{-1}[1-1/(3u)]$, and

$$\frac{N}{\sqrt Q}\approx s\left(\frac13+\frac1u\right)\left(1-\frac1{3u}\right)\approx\frac s3+\frac{8}{9|u|} .$$

Therefore

$$f\approx\frac12\left(1+\frac s3\right)+\frac{4}{9|u|} .$$

The limit is $1/3$ in compression and $2/3$ in tension, each approached from above. The approach is slow, as the inverse of the stress.

**Q:** Those fractions came out of algebra. What do they mean?

**A:** They count valleys. If $n$ valleys are occupied equally and in phase, each amplitude is $1/\sqrt n$, the sum is $\sqrt n$, and $A/A(0)=n/6$. Compression leaves two valleys, tension leaves four.

Between the limits we can follow the population $P$ of the $x$ pair. The derivative of an eigenvalue with respect to $\delta$ is the expectation value of the derivative of the Hamiltonian:

$$\frac{d\varepsilon}{d\delta}=\frac23P-\frac13(1-P)=P-\frac13 .$$

Differentiating $\varepsilon=(D-R)/2$, with $dR/d\delta=(W/3+\delta)/R$, gives

$$P=\frac12-\frac{W/3+\delta}{2R}.$$

This is $1/3$ at zero stress, tends to 1 in compression and tends to 0 in tension. No electron leaves the donor. The density at the nucleus drops because unequal amplitudes with a fixed sum of squares have a smaller sum.

**Q:** Is [100] special, or would any axis do?

**A:** The axis matters. Stress along [111] gives $e_{xx}=e_{yy}=e_{zz}$, so the valleys stay level and this mechanism is absent.

Stress along [110] has $\sigma_{xx}=\sigma_{yy}=\sigma/2$ and $\sigma_{zz}=0$. Subtracting the Hooke equations for $x$ and $z$ gives $e_{xx}-e_{zz}=\sigma/[2(C_{11}-C_{12})]$. The odd pair out is now $z$, so the same formula holds with

$$\delta_{[110]}=\Xi_u(e_{zz}-e_{xx})=-\frac{\Xi_u\sigma}{2(C_{11}-C_{12})}.$$

The sign is reversed: compression along [110] lowers four valleys and leads toward $2/3$. This keeps to the linear valley shifts above, in which the shear strain $e_{xy}$ does not enter.

**Q:** Give me numbers for a donor someone might use.

**A:** Take antimony in silicon at 4 K, with rough typical values: binding energies of 43, 33 and 31 meV for $A_1$, $T_2$ and $E$, $\Xi_u=8.7$ eV, $C_{11}=170$ GPa, $C_{12}=64$ GPa and, for the isotope $^{121}$Sb, $A(0)=190$ MHz. Then $W=43-31=12$ meV and $b=W/6=2$ meV. From $E_{T_2}-E_{A_1}=2a+4b=10$ meV, $a=1$ meV. Both couplings are positive, as required.

For a compression of 100 MPa,

$$\delta=8700\ \text{meV}\times\frac{-0.100}{170-64}=-8.21\ \text{meV},\qquad x=-1.37 .$$

The block has $D=12-2.74=9.26$ meV and $M=-3.87$ meV, which give $R=12.07$ meV. Hence

$$\frac{A}{A(0)}=\frac12\left(1+\frac{9.26}{12.07}\right)=0.884,\qquad A=168\ \text{MHz}.$$

The $x$ population is $P=\frac12-(4-8.21)/(2\times12.07)=0.67$, twice its unstressed value. The same stress in tension gives

$$\frac{A}{A(0)}=\frac12\left(1+\frac{1.228}{\sqrt{1.924}}\right)=0.943,\qquad A=179\ \text{MHz},$$

with $P=0.13$. The drop is 12% in compression and 6% in tension.

**Q:** Neither is near its limit. How much stress would that take?

**A:** At 1000 MPa the formula gives 0.40 in compression and 0.73 in tension. To bring $A/A(0)$ within 0.05 of its limit takes about 1400 MPa in compression and 1200 MPa in tension. Linear elasticity and linear valley shifts are extrapolations at such stresses, so the limits are best read as asymptotes of the model.

**Q:** I also distrust the rigid envelope. The central cell binds $A_1$ more strongly than $E$. Surely the envelope changes as the valleys repopulate.

**A:** It does, and a simple model gives an estimate, though it leaves out the direction dependence of silicon's effective mass. Let the $x$ pair and the other four valleys have separate envelopes $F_X$ and $F_Y$, each in the same Coulomb potential and with the same spherical mass. Take a relative permittivity of 12 and fix the mass so that the binding energy without a central cell is 31 meV; the effective Bohr radius is then 1.9 nm. Add the shifts $2\delta/3$ and $-\delta/3$, and a well $-V_0e^{-r^2/r_0^2}$ acting on the $A_1$ combination alone, with $V_0$ set to reproduce $W=12$ meV. The contact density is then proportional to $[\sqrt2F_X(0)+2F_Y(0)]^2$.

When the central cell is weak, the envelopes should be nearly rigid. With $W$ equal to 0.004 of the hydrogenic binding energy, $r_0$ half a Bohr radius and $\delta=\pm2W$, the model returned the formula to about $10^{-5}$ in $A/A(0)$.

For the antimony values and $r_0=0.2$ nm, the comparison is:

| Stress (MPa) | Rigid $A/A(0)$ | Relaxed $A/A(0)$ |
|---:|---:|---:|
| −1000 | 0.403 | 0.318 |
| −100 | 0.884 | 0.880 |
| +100 | 0.943 | 0.939 |
| +1000 | 0.727 | 0.657 |

Doubling $r_0$ to 0.4 nm changes the relaxed values by less than 0.006. At 100 MPa the rigid and relaxed values differ by about 0.4%. At 1000 MPa the rigid value is too high by about 26% in compression and 11% in tension, relative to the relaxed model.

**Q:** The relaxed value in compression is below one third. So one third is not a floor?

**A:** It is a floor of the rigid-envelope formula, not of this more flexible model. The value in tension has likewise passed below two thirds. A likely cause is the loss of central-cell attraction. The overlap of a pure $x$-pair state with $A_1$ has weight $1/3$, so that state feels a well of depth $V_0/3$. A state on the other four valleys feels $2V_0/3$. A shallower well draws less density to the nucleus. I have not isolated this cause in a separate calculation.

**Q:** What else would a real donor do that the formula leaves out?

**A:** At small stress, one important omission is the response to the change of volume. Adding the three Hooke equations gives

$$e_{xx}+e_{yy}+e_{zz}=\frac{\sigma}{C_{11}+2C_{12}} .$$

In the formula this strain has no effect. Real donors in silicon do show a linear change of $A$ with it; I take a rough coefficient of 10 for $|\Delta A|/A$ per unit volume strain and use it for magnitude alone. At 10 MPa it gives $3\times10^{-4}$, against a repopulation drop of $1\times10^{-3}$. One effect is linear in stress and the other nearly quadratic, so they become equal near 3 MPa. Below that, the formula misses the larger part of the response. At 100 MPa the volume term is $3\times10^{-3}$, small beside drops of 0.12 and 0.06.

The antimony inputs are in the usual range for this donor, but they are rounded, and an error in $\Xi_u$ or $W$ passes directly into $x$. At 100 MPa compression, a 5% change in $\Xi_u$ moves $A$ by about 2 MHz. The rounding of $A(0)$ and of the elastic constants matters as much: with $A(0)=187$ MHz, $W=12.3$ meV and $C_{11}-C_{12}=103$ GPa the two couplings at 100 MPa become about 165 and 176 MHz, so the third digit of the values above is uncertain by about 3 MHz. A real device also has strain that varies from donor to donor, which spreads the values of $A$.

Temperature matters little here. At 4 K, $k_BT=0.34$ meV. With rigid envelopes, the smallest gap among the listed stresses is 2.4 meV, at 1000 MPa compression, where a fraction of about $10^{-3}$ occupies excited 1s states. In the relaxed model the electron is still bound there by 34.8 meV below the lowest band edge. If the odd $x$ state keeps its unstressed binding of 33 meV below that edge, the gap is nearer 1.8 meV and the excited fraction about $5\times10^{-3}$. A warmer sample would need a thermal average over the six levels.

**Q:** Then how far would you trust the boxed formula for this donor?

**A:** For an isolated donor at 4 K with these inputs, I would use it between about 10 and 100 MPa. That range rests on the simple envelope model and the rough volume coefficient above, not on a comparison with measurement; at 100 MPa each of the two corrections is already 3 to 6% of the drop in $A$, and a real central cell may give more. Near the lower end I would count the linear volume term, for which only a rough magnitude was given, as an uncertainty. Toward 1000 MPa I would keep its account of which valleys fill, but calculate the envelope anew before quoting a coupling.

## Numbers as computed

```
Rough inputs, antimony donor in silicon
binding A1, T2, E: 43, 33, 31 meV
Xi_u 8.7 eV; C11 170 GPa; C12 64 GPa
A(0) 190 MHz; temperature 4 K; kT 0.345 meV
W 12.0 meV; couplings a 1.00 meV, b 2.00 meV
relative permittivity 12; effective Bohr radius 1.94 nm
volume-strain coefficient, rough size 10
Rigid-envelope results
-1000 MPa: delta -82.075 meV, x -13.6792, A/A0 0.40266
   A 76.51 MHz, x-pair population 0.9948
-100 MPa: delta -8.208 meV, x -1.3679, A/A0 0.88374
   A 167.91 MHz, x-pair population 0.6743
-10 MPa: delta -0.821 meV, x -0.1368, A/A0 0.99891
   A 189.79 MHz, x-pair population 0.3647
+10 MPa: delta +0.821 meV, x +0.1368, A/A0 0.99901
   A 189.81 MHz, x-pair population 0.3040
+100 MPa: delta +8.208 meV, x +1.3679, A/A0 0.94268
   A 179.11 MHz, x-pair population 0.1333
+1000 MPa: delta +82.075 meV, x +13.6792, A/A0 0.72668
   A 138.07 MHz, x-pair population 0.0043
Block at -100 MPa
strain e_xx -7.408e-04, e_yy 2.026e-04
D 9.264 meV, M -3.869 meV, root 12.071 meV
Stress for A/A0 within 0.05 of its limit
compression: 1365 MPa
tension: 1218 MPa
Neglected effects
-1000 MPa: relaxed A/A0 0.31832 (0.2 nm), 0.32397 (0.4 nm)
   repopulation drop 5.97e-01, volume term 3.4e-02
   gap 2.41 meV, excited fraction 9.2e-04, binding 34.8 meV
-100 MPa: relaxed A/A0 0.87978 (0.2 nm), 0.87995 (0.4 nm)
   repopulation drop 1.16e-01, volume term 3.4e-03
   gap 5.93 meV, excited fraction 3.4e-08, binding 38.9 meV
-10 MPa: relaxed A/A0 0.99889 (0.2 nm), 0.99889 (0.4 nm)
   repopulation drop 1.09e-03, volume term 3.4e-04
   gap 9.47 meV, excited fraction 1.4e-12, binding 42.5 meV
+10 MPa: relaxed A/A0 0.99899 (0.2 nm), 0.99899 (0.4 nm)
   repopulation drop 9.91e-04, volume term 3.4e-04
   gap 9.74 meV, excited fraction 1.1e-12, binding 42.7 meV
+100 MPa: relaxed A/A0 0.93946 (0.2 nm), 0.93961 (0.4 nm)
   repopulation drop 5.73e-02, volume term 3.4e-03
   gap 8.22 meV, excited fraction 8.9e-11, binding 41.2 meV
+1000 MPa: relaxed A/A0 0.65730 (0.2 nm), 0.66267 (0.4 nm)
   repopulation drop 2.73e-01, volume term 3.4e-02
   gap 6.37 meV, excited fraction 1.9e-08, binding 38.8 meV
Weak-cell test: largest deviation 0.00001, halved W 0.00000
```
